# Richardson constants of n-type silicon for (100) and (111) contacts

## Problem

The conduction band of silicon has six ellipsoidal valleys, one on each half-axis of the <100> family. Each has a longitudinal mass $m_l$ along its axis and a transverse mass $m_t$ across it. A metal contact on n-type silicon forms a planar barrier whose top lies an energy $\phi$ above the bulk Fermi level. The thermionic current density from silicon into the metal is written

$$J=A^*T^2e^{-\phi/kT},\qquad A_0=\frac{4\pi q m_0k^2}{h^3},$$

where $A_0=120.17$ A/cm²K² is the free-electron Richardson constant.

(a) Derive the contribution of one valley to $A^*$ for any contact orientation.

(b) Evaluate $A^*/A_0$ for (100) and (111) contacts with the rough values $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$. Show where these two orientations stand among all others.

(c) Find the saturation current densities at 300 K for $\phi=0.70$ eV and a doping $N=10^{16}$ cm⁻³. Here $\phi$ is the barrier before rounding by the image force.

(d) Compare the orientation effect with the main effects left out of the model.

**Assumptions for (a) to (c).** The bands are parabolic. The bulk electrons are non-degenerate and in equilibrium. The potential varies only along the contact normal, in-plane crystal momentum is conserved, and there is no scattering on the climb. Motion over the barrier is classical, and every electron that passes the top enters the metal.

## Solution

### (a) One valley

Measure the wave vector $\boldsymbol\kappa$ from the valley centre. Let $M$ be the mass tensor, $W=M^{-1}$, and $\mathbf n$ the unit normal pointing towards the metal. Split $\boldsymbol\kappa$ into a normal component $\kappa_n$ and an in-plane vector $\boldsymbol\kappa_\parallel$. With $\mathbf w$ the mixed block of $W$, the kinetic energy is

$$E=\frac{\hbar^2}{2}\left[W_{nn}\kappa_n^2+2\kappa_n\,\mathbf w\cdot\boldsymbol\kappa_\parallel+\boldsymbol\kappa_\parallel^TW_{\parallel\parallel}\boldsymbol\kappa_\parallel\right].$$

Completing the square in $\kappa_n$ gives

$$E=\frac{\hbar^2W_{nn}}{2}\left(\kappa_n+\frac{\mathbf w\cdot\boldsymbol\kappa_\parallel}{W_{nn}}\right)^2+E_{\min},\qquad E_{\min}=\frac{\hbar^2}{2}\boldsymbol\kappa_\parallel^TS\boldsymbol\kappa_\parallel,\qquad S=W_{\parallel\parallel}-\frac{\mathbf w\mathbf w^T}{W_{nn}}.$$

The normal velocity is $v_n=\partial E/\partial(\hbar\kappa_n)=\hbar W_{nn}(\kappa_n+\mathbf w\cdot\boldsymbol\kappa_\parallel/W_{nn})$, so

$$E-E_{\min}(\boldsymbol\kappa_\parallel)=\frac{v_n^2}{2W_{nn}}.$$

For a tilted valley, $v_n$ vanishes at a nonzero $\kappa_n$ whenever $\mathbf w\cdot\boldsymbol\kappa_\parallel\ne0$.

Let the band edge rise by $\psi$ from the bulk to the barrier top. The force is along $\mathbf n$, so $\boldsymbol\kappa_\parallel$ and the total energy are conserved. An electron starting with $v_n>0$ therefore passes if $E-E_{\min}>\psi$.

The bulk occupation is $f=e^{-(E_c-E_F+E)/kT}$, with $E_c$ the bulk band edge. Counting two spins,

$$J_v=\frac{2q}{(2\pi)^3}\int d^2\kappa_\parallel\int v_nf\,d\kappa_n .$$

At fixed $\boldsymbol\kappa_\parallel$, $v_n\,d\kappa_n=dE/\hbar$. The inner integral is then

$$\frac1\hbar\int_{E_{\min}+\psi}^{\infty}e^{-(E_c-E_F+E)/kT}dE=\frac{kT}{\hbar}e^{-\phi/kT}e^{-E_{\min}/kT},$$

because $\phi=\psi+E_c-E_F$. The remaining integral is a two-dimensional Gaussian:

$$\int e^{-\hbar^2\boldsymbol\kappa_\parallel^TS\boldsymbol\kappa_\parallel/2kT}d^2\kappa_\parallel=\frac{2\pi kT}{\hbar^2\sqrt{\det S}}.$$

To find $\det S$, subtract from the in-plane rows of $W$ the normal row multiplied by the components of $\mathbf w/W_{nn}$. This leaves the determinant unchanged and makes the matrix block triangular, with diagonal blocks $W_{nn}$ and $S$. Hence $\det W=W_{nn}\det S$, and

$$m_R\equiv\frac1{\sqrt{\det S}}=\sqrt{\det M\;\mathbf n^TM^{-1}\mathbf n}.$$

Collecting factors and using $\hbar=h/2\pi$,

$$J_v=\frac{2q}{8\pi^3}\,\frac{kT}{\hbar}\,\frac{2\pi kT\,m_R}{\hbar^2}e^{-\phi/kT}=\frac{4\pi qm_Rk^2}{h^3}T^2e^{-\phi/kT}.$$

Each valley thus contributes $A_0m_R/m_0$, and $A^*/A_0=\sum m_R/m_0$.

The mass $m_R$ has a geometric meaning. A line along $\mathbf n$ at given $\boldsymbol\kappa_\parallel$ meets the ellipsoid of energy $E$ when $E_{\min}(\boldsymbol\kappa_\parallel)\le E$. The shadow of the ellipsoid on the contact plane therefore has area $2\pi Em_R/\hbar^2$. A valley emits in proportion to its shadow.

The barrier condition was tested on a tilted valley at a (111) contact by following 200,000 classical trajectories over a barrier of $2kT$. A fraction 0.1350 of the incident flux passed, against $e^{-2}=0.1353$.

### (b) The six valleys

Let $c$ be the cosine of the angle between the valley axis and $\mathbf n$. Then $\det M=m_t^2m_l$ and $W_{nn}=(1-c^2)/m_t+c^2/m_l$, so

$$m_R^2=m_tm_l(1-c^2)+m_t^2c^2=m_tm_l-c^2m_t(m_l-m_t).$$

**(100) contact.** Two valleys have $c^2=1$ and $m_R=m_t$. They are seen end-on. The other four have $c=0$ and $m_R=\sqrt{m_tm_l}=\sqrt{0.1748}\,m_0=0.4181\,m_0$. Thus

$$\frac{A^*_{100}}{A_0}=\frac{2m_t+4\sqrt{m_tm_l}}{m_0}=0.380+1.672=2.05 .$$

**(111) contact.** All six valleys have $c^2=1/3$, so $m_R^2=(m_t^2+2m_tm_l)/3$ and $m_R=0.3586\,m_0$. Thus

$$\frac{A^*_{111}}{A_0}=\frac{6}{m_0}\sqrt{\frac{m_t^2+2m_tm_l}{3}}=2.15 .$$

In absolute terms the constants are about 247 and 259 A/cm²K². Direct three-dimensional quadrature of $v_nf$ over $v_n>0$ gives ratios of 2.0532 and 2.1514, against 2.0524 and 2.1514 from the formulas. The small difference for (100) is within the 0.1 % allowed for the finite grid.

**Other orientations.** Let $s_1,s_2,s_3$ be the squared components of $\mathbf n$ along the cube axes, with $s_i\ge0$ and $\sum s_i=1$. The sum over valleys is $2\sum_ig(s_i)$, where $g(s)=\sqrt{m_tm_l-s\,m_t(m_l-m_t)}$. The square root of a linear function is concave, which gives two bounds:

- The mean of $g$ is at most $g$ of the mean, so $2\sum g(s_i)\le6g(1/3)$. This is the (111) value.
- The curve lies on or above its chord, $g(s)\ge(1-s)g(0)+s\,g(1)$. Summing gives $2\sum g(s_i)\ge4g(0)+2g(1)$. This is the (100) value.

Hence (100) gives the smallest constant and (111) the largest. A (110) contact lies between them at 2.14.

**Limits.** For $m_l=m_t=m$ every orientation gives $6m/m_0$. For $m_l\gg m_t$ the end-on valleys become negligible, and the ratio of the (111) to the (100) constant tends to $6\sqrt{2/3}/4=\sqrt{3/2}\approx1.22$. The silicon masses give 1.048.

**Precision.** Raising $m_t$ to $0.20\,m_0$ at fixed $m_l$ changes the constants to 2.12 and 2.21. The second decimal therefore depends on the masses adopted, while the ratio of the two constants hardly moves.

### (c) Currents at 300 K

With $kT=25.85$ meV,

$$J_{100}=246.6\times300^2\times e^{-0.70/0.02585}\approx3.9\times10^{-5}\ \text{A/cm}^2,$$

and $J_{111}\approx4.0\times10^{-5}$ A/cm². At zero bias an equal current returns from the metal. In this model the barrier seen from the metal does not change with bias, so neither does the returning current, and it alone remains under large reverse bias. These values are therefore the saturation current densities of the ideal diode.

At equal barrier height the (111) current is 4.8 % larger. A barrier change of $kT\ln1.0482=1.22$ meV would have the same effect, so a comparison of two real contacts reveals the orientation factor only if their barriers are known to better than about 1 meV.

### (d) What the model leaves out

**Field at the contact.** The band bending needs the density of states of six valleys,

$$N_c=12\left(\frac{2\pi kT}{h^2}\right)^{3/2}\sqrt{m_t^2m_l}=2.74\times10^{19}\ \text{cm}^{-3}.$$

This follows from the Gaussian integral of $e^{-E/kT}$ over $\boldsymbol\kappa$, with two spins. Then $\psi=\phi-kT\ln(N_c/N)=0.495$ eV. In a fully depleted layer of width $d$ and permittivity $\varepsilon$, the peak field is $F=qNd/\varepsilon$ and $\psi=qFd/2$. Eliminating $d$ gives $F=\sqrt{2N\psi/\varepsilon}$. With $\varepsilon=11.7\,\varepsilon_0$ this is 0.039 MV/cm, and $d=253$ nm. (Keeping the free-electron tail at the edge of the layer replaces $\psi$ by about $\psi-kT$. This gives 0.038 MV/cm and changes the image lowering found below from 21.9 to 21.7 meV.) The field is 0.13 of a rough breakdown field of 0.3 MV/cm. The bulk filling $N/N_c=3.6\times10^{-4}$ justifies Boltzmann statistics.

**Image force.** At a distance $x$ from the metal, the energy relative to the unrounded top is

$$U(x)=-qFx-\frac{q^2}{16\pi\varepsilon x}.$$

Setting $U'=0$ gives $x_m=\sqrt{q/16\pi\varepsilon F}=2.8$ nm. Both terms are equal there, so the barrier falls by $2qFx_m=q\sqrt{qF/4\pi\varepsilon}=21.9$ meV. The current rises by $e^{21.9/25.85}\approx2.3$. If the stated barrier had instead been extracted from the zero-bias current, this lowering would already be contained in it.

**Tunnelling and reflection at the rounded top.** Near $x_m$ the barrier is an inverted parabola of curvature $|U''|=q^2/8\pi\varepsilon x_m^3$. At fixed $\boldsymbol\kappa_\parallel$ the normal motion has mass $1/W_{nn}$, so $\omega=\sqrt{|U''|W_{nn}}$. Let $y$ be the distance from the top in units of $\sqrt{\hbar W_{nn}/\omega}$, counted positive towards the metal, and $\eta$ the energy above the top in units of $\hbar\omega$. The wave equation is

$$\chi''+(y^2+2\eta)\chi=0 .$$

Far beyond the top the transmitted wave is $t\,y^{i\eta-1/2}e^{iy^2/2}$. On the incident side the reflected wave is $r|y|^{i\eta-1/2}e^{iy^2/2}$. Continue the transmitted wave through the upper half-plane to $y=|y|e^{i\pi}$. In the first quadrant it is the decaying solution. In the second it is the dominant one, so its coefficient is not altered by the other exponential. This gives $r=t\,e^{i\pi(i\eta-1/2)}$, hence $|r|^2=|t|^2e^{-2\pi\eta}$. With $|r|^2+|t|^2=1$,

$$|t|^2=\frac1{1+e^{-2\pi\eta}} .$$

Numerical integration of the wave equation at $\eta=-0.3$, 0 and 0.4 agrees with this within 0.002.

Put $u=\hbar\omega/kT$ and $a=u/2\pi$, and let $\xi$ be the energy above the top in units of $kT$. The thermal average, relative to classical passage, follows from the substitution $p=e^{\xi/a}$:

$$\int_{-\infty}^{\infty}\frac{e^{-\xi}d\xi}{1+e^{-\xi/a}}=a\int_0^\infty\frac{p^{-a}}{1+p}dp=\frac{\pi a}{\sin\pi a}=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .$$

For (100), $\hbar\omega$ is 15.2 meV in the end-on valleys and 33.5 meV in the others, and the weighted factor would be 1.06. For (111) all valleys have 28.7 meV and the factor would be 1.05.

These two factors do not describe the present contact. The parabola is a good substitute for the barrier only if the length unit $\sqrt{\hbar W_{nn}/\omega}$ is much smaller than $x_m$. In the side valleys of a (100) contact it is 3.5 nm, against $x_m=2.8$ nm. The wave therefore also feels the steep drop into the metal, which reflects it strongly. As an illustration, join the image-force barrier to a metal band whose bottom lies 5 eV below the unrounded top, at the point where the image potential reaches that depth (0.006 nm from the metal). Solve the one-dimensional wave equation with the wave function and its slope divided by the mass continuous at the join. With the same mass on both sides the factor is about 0.3 for both orientations. With the free-electron mass in the metal it is nearly 0.5 if the in-plane energy there is ignored. Including that energy at the valley centres, as found under "Entry into the metal" below, gives about 0.62 for (100) and 0.55 for (111). Reflection thus outweighs tunnelling here, and its size depends on the metal. In these illustrations the factor is 6 to 12 % smaller for (111) than for (100), enough to reverse the 4.8 % advantage of (111). The reversal depends on the join. If the image potential is cut at a more atomic distance of 0.15 nm, the deficit ranges from 4 to 16 %, the first two cases merely cancel the advantage, and the last pair of factors becomes 0.67 and 0.56. The safe conclusion is that reflection differs between orientations by about as much as the ideal constants do, or more.

**Supply through the depletion layer.** Scattering limits how fast electrons reach the top. Let $U$ now be the depletion-layer potential without image force, with $U(0)=\psi$ and $U(d)=0$. With $n$ the electron density, $\mu$ the mobility and $D=\mu kT/q$ the diffusion constant, the particle flux towards the contact is

$$\Gamma=D\left(n'+\frac{nU'}{kT}\right)=De^{-U/kT}\frac{d}{dx}\left(ne^{U/kT}\right).$$

Integrating from 0 to $d$ gives

$$N-n(0)e^{\psi/kT}=\frac{\Gamma}{v_D}e^{\psi/kT},\qquad v_D=\frac{D}{\int_0^de^{[U(x)-U(0)]/kT}dx}.$$

At the contact $\Gamma=v_Rn(0)$. A full Maxwellian with $n=N_ce^{-\phi/kT}$ emits $J$, so $v_R=A^*T^2/qN_c=5.0\times10^6$ cm/s for (100). Eliminating $n(0)$,

$$\Gamma=\frac{v_RNe^{-\psi/kT}}{1+v_R/v_D}.$$

In the uniformly doped depletion layer $U=\psi(1-x/d)^2$. Evaluating the integral numerically with a rough mobility of 1200 cm²/Vs gives $v_D=4.6\times10^7$ cm/s and a current factor of 0.90. Including the image rounding, which widens the top, lowers this factor to 0.85–0.87. Either value is only a rough indication of a modest loss. Drift-diffusion requires a mean free path much shorter than the distance over which the barrier falls by $kT$. Here that distance is 6.6 nm, while the mean free path implied by the mobility is a few tens of nanometres.

**Nonparabolic bands.** Let $E(1+\alpha E)$ equal the parabolic expression used above. The in-plane area with $E_{\min}<E$ is then proportional to $E(1+\alpha E)$, and its increment to $(1+2\alpha E)dE$. Averaging with $e^{-E/kT}$ multiplies $A^*$ by $1+2\alpha kT$. For a rough $\alpha=0.5$ eV⁻¹ this is 1.026, the same for every orientation in this band model.

**Temperature-dependent barrier.** Suppose $\phi=\phi_{300}-\beta(T-300\ \text{K})$. Then

$$\ln\frac{J}{T^2}=\ln A^*+\frac{\beta}{k}-\frac{\phi_{300}+\beta\,(300\ \text{K})}{kT}.$$

A plot against $1/T$ is still straight, but its intercept gives $A^*e^{\beta/k}$. For an assumed slope of 0.10 meV/K the factor is $e^{0.10/0.0862}\approx3.2$, and the apparent (100) constant is about 790 A/cm²K². A straight Richardson plot does not by itself yield $A^*$.

**Entry into the metal.** At a (100) contact the four side valleys, which carry $1.672/2.052=81\,\%$ of the current, are centred at an in-plane wave number of 9.84 nm⁻¹. This takes the valley centres at 0.85 of the way to the zone boundary and a lattice constant of 0.543 nm. A free-electron metal state with that in-plane wave number has at least 3.69 eV of kinetic energy. For (111) all six valleys need 2.46 eV. These energies refer to the valley centres, and the threshold is soft, because the thermal spread of the in-plane wave vector shifts the required energy by a few tenths of an eV. With in-plane momentum conserved, a free-electron band has states for about 36 % of the side-valley flux at a (100) contact if its bottom lies 3.5 eV below the barrier top, 14 % at 3.2 eV and 2 % at 2.8 eV. A much shallower free-electron band accepts almost none of these electrons unless the interface changes their in-plane momentum. Real metal bands need not be free-electron-like.

**Relation to real contacts.** The chosen barrier and doping are illustrative. At 300 K image-force lowering raises the current by a factor of 2.3, and reflection at the metal can lower it by a comparable factor. Orientation changes it by only 1.05. Backscattering by optical phonons and the atomic matching of wave functions at the metal are not computed here, so 2.05 and 2.15 are ideal semiconductor-side constants rather than predictions of a measured prefactor. At sufficiently heavy doping the depletion layer becomes thin enough for tunnelling to dominate, and the thermionic law no longer describes the contact.

## Calculated quantities

```
transverse, longitudinal mass: 0.19, 0.92 m0
temperature: 300 K; kT = 25.85 meV
barrier: 0.70 eV; doping: 1.0e+16 cm^-3
free-electron constant A0: 120.17 A/cm^2K^2
valley mass, axis along normal: 0.1900 m0
valley mass, axis in contact plane: 0.4181 m0
valley mass, (111) contact: 0.3586 m0
(100) A*/A0: formula 2.0524, quadrature 2.0532
(100) A*: 246.6 A/cm^2K^2
(110) A*/A0: formula 2.1351, quadrature 2.1347
(110) A*: 256.6 A/cm^2K^2
(111) A*/A0: formula 2.1514, quadrature 2.1514
(111) A*: 258.5 A/cm^2K^2
(111)/(100) ratio of constants: 1.0482
ratios if mt = 0.20 m0: (100) 2.116, (111) 2.213
trajectories over 2 kT: passed 0.1350, exp(-2) = 0.1353
density of states Nc: 2.744e+19 cm^-3
(100) emission velocity: 5.049e+06 cm/s
(100) saturation current density: 3.862e-05 A/cm^2
(111) emission velocity: 5.293e+06 cm/s
(111) saturation current density: 4.048e-05 A/cm^2
barrier change equal to orientation effect: 1.22 meV
band bending: 0.495 eV; depletion width: 253 nm
zero-bias peak field: 0.0391 MV/cm
field / rough breakdown field of 0.3 MV/cm: 0.13
relative permittivity used: 11.7
image-force lowering: 21.9 meV at 2.80 nm
current factor, image force: 2.34
(100) barrier-top quantum, min and max: 15.2, 33.5 meV
(100) current factor, tunnelling and reflection: 1.062
(111) barrier-top quantum, min and max: 28.7, 28.7 meV
(111) current factor, tunnelling and reflection: 1.053
mobility used: 1200 cm^2/Vs; diffusion velocity: 4.57e+07 cm/s
current factor, drift-diffusion supply, (100): 0.900
nonparabolicity used: 0.5 1/eV; current factor: 1.026
bulk filling n/Nc: 3.6e-04
barrier slope used: 0.10 meV/K
apparent (100) constant from Richardson plot: 787 A/cm^2K^2
factor of apparent over true constant: 3.19
(100) in-plane valley wave number: 9.84 1/nm; free-electron energy 3.69 eV
(111) in-plane valley wave number: 8.03 1/nm; free-electron energy 2.46 eV
```
